# The Huang-Rhys factor from a displacement and a phonon energy

## Problem

A point defect in a semiconductor captures a carrier. Before capture the carrier is free and the defect is in its initial charge state; afterwards the carrier is bound and the atoms around the defect settle into new equilibrium positions. The mass-weighted distance between the two equilibrium geometries is \(\Delta Q = 2\ \mathrm{amu}^{1/2}\,\text{Å}\), and the vibration along this displacement has phonon energy \(\hbar\omega = 30\) meV in both charge states. What is the Huang-Rhys factor \(S\), and what does it say about the lattice vibrations involved in the capture?

The Huang-Rhys factor is the relaxation energy counted in phonons,

\[
S = \frac{E_{\rm rel}}{\hbar\omega}.
\]

Here \(E_{\rm rel}\) is the energy released when the lattice, starting from the equilibrium geometry of the initial state, moves on the potential curve of the final state down to its minimum.

**The coordinate.** Let atom \(a\), of mass \(m_a\), move by \(\Delta\mathbf R_a\) between the two equilibrium geometries. The mass-weighted distance is defined by

\[
\Delta Q^2=\sum_a m_a|\Delta\mathbf R_a|^2 .
\]

A single coordinate \(Q\) describes motion along the straight line joining the geometries:

\[
\mathbf R_a(Q)=\mathbf R_a(0)+\frac{Q}{\Delta Q}\,\Delta\mathbf R_a .
\]

At \(Q=0\) the atoms are in the initial equilibrium geometry, at \(Q=\Delta Q\) in the final one. The kinetic energy of this motion is

\[
\frac12\sum_a m_a|\dot{\mathbf R}_a|^2
=\frac12\,\frac{\dot Q^2}{\Delta Q^2}\sum_a m_a|\Delta\mathbf R_a|^2
=\frac12\dot Q^2 .
\]

The masses have been absorbed into \(Q\), which behaves like the position of a particle of mass one. The momentum is \(P=\dot Q\), and a harmonic potential of angular frequency \(\omega\) reads \(\tfrac12\omega^2Q^2\), with no further mass in front.

**The model.** All vibration relevant to the capture is assigned to this one coordinate, both potential curves are parabolas, and both have the same \(\omega\). What happens when these assumptions are relaxed is discussed near the end.

## First estimate by scaling

The relaxation energy is a difference between two values of a classical potential, so it cannot contain \(\hbar\). It can depend on \(\omega\) and \(\Delta Q\) alone. Since \(\Delta Q^2\) has the dimension mass times length squared, the one combination of the two that is an energy is \(\omega^2\Delta Q^2\). Therefore

\[
E_{\rm rel}=C\,\omega^2\Delta Q^2,
\qquad
S=C\,\frac{\omega\,\Delta Q^2}{\hbar},
\]

with a pure number \(C\) that dimensions cannot supply. To use the phonon energy directly, write \(\omega=(\hbar\omega)/\hbar\):

\[
S=C\,\frac{\hbar\omega\,\Delta Q^2}{\hbar^2}.
\]

The natural unit of energy for this problem is \(\hbar^2\) divided by one amu Å\(^2\). From \(\hbar=1.05457\times10^{-34}\) J s and \(1\ \mathrm{amu}=1.66054\times10^{-27}\) kg,

\[
\frac{\hbar^2}{\mathrm{amu}\,\text{Å}^2}
=\frac{(1.05457\times10^{-34}\ \mathrm{J\,s})^2}{1.66054\times10^{-47}\ \mathrm{kg\,m^2}}
=4.180\ \mathrm{meV}.
\]

With \(\Delta Q^2=4\ \mathrm{amu}\,\text{Å}^2\) and the guess \(C=1\),

\[
S_{\rm est}=\frac{30\ \mathrm{meV}\times 4}{4.180\ \mathrm{meV}}\approx 29 .
\]

The estimate suggests that the relaxation energy corresponds to many phonons, not one or two. It also fixes how \(S\) varies: linearly with the phonon energy and quadratically with the displacement. The value of \(C\) requires the actual shape of the potential.

## Exact solution within the model

### The relaxation energy

Measure energies from the minimum of the final curve, and let the initial minimum lie higher by \(\Delta E\), the energy released by the capture between the two relaxed geometries. The curves are

\[
V_i(Q)=\Delta E+\tfrac12\omega^2Q^2,
\qquad
V_f(Q)=\tfrac12\omega^2(Q-\Delta Q)^2 .
\]

Relaxation on the final curve runs from \(Q=0\) to \(Q=\Delta Q\), so

\[
E_{\rm rel}=V_f(0)-V_f(\Delta Q)=\tfrac12\omega^2\Delta Q^2-0 .
\]

Thus \(C=\tfrac12\). The offset \(\Delta E\) does not enter, because both energies are taken on the same curve. Division by \(\hbar\omega\) gives

\[
S=\frac{\omega\,\Delta Q^2}{2\hbar}
=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}.
\]

### The number

In the units of the problem,

\[
S=\frac{30\ \mathrm{meV}\times4}{2\times4.180\ \mathrm{meV}}=14.35\approx14.4 .
\]

The same calculation in SI units shows where the powers of ten go. The phonon energy corresponds to \(\omega=4.5578\times10^{13}\ \mathrm{s^{-1}}\), and \(\Delta Q^2=4\times1.66054\times10^{-47}=6.6422\times10^{-47}\ \mathrm{kg\,m^2}\). Hence

\[
S=\frac{4.5578\times10^{13}\times6.6422\times10^{-47}}{2\times1.05457\times10^{-34}}=14.35 .
\]

The \(\omega\) used here is the angular frequency. Inserting the ordinary frequency \(\omega/2\pi\) in its place would make the result too small by a factor \(2\pi\).

The relaxation energy follows as

\[
E_{\rm rel}=S\hbar\omega=14.354\times30\ \mathrm{meV}=0.431\ \mathrm{eV}.
\]

### Why this ratio counts phonons

So far \(S\) is a ratio of two energies and need not be an integer. Its quantum meaning appears when the vibrational ground state of the initial curve is expressed in the vibrational levels of the final curve. For the initial oscillator define the lowering operator

\[
a=\sqrt{\frac{\omega}{2\hbar}}\,Q+\frac{i}{\sqrt{2\hbar\omega}}\,P .
\]

With \([Q,P]=i\hbar\) this gives \([a,a^\dagger]=1\), and the initial ground state obeys \(a|0_i\rangle=0\). The final oscillator has the same frequency but its minimum is at \(\Delta Q\), so its lowering operator \(b\) is obtained by replacing \(Q\) with \(Q-\Delta Q\):

\[
b=a-\sqrt{\frac{\omega}{2\hbar}}\,\Delta Q=a-\sqrt S .
\]

The last equality holds because the square of the subtracted number is \(\omega\Delta Q^2/(2\hbar)=S\), with \(\Delta Q>0\). Acting on the initial ground state,

\[
b|0_i\rangle=-\sqrt S\,|0_i\rangle .
\]

Now expand \(|0_i\rangle=\sum_n c_n|n_f\rangle\) in the final levels. Since \(b|n_f\rangle=\sqrt n\,|(n-1)_f\rangle\), comparing the coefficients of \(|(n-1)_f\rangle\) on the two sides gives

\[
\sqrt n\,c_n=-\sqrt S\,c_{n-1}
\quad\Longrightarrow\quad
c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0 .
\]

Normalization requires \(1=|c_0|^2\sum_n S^n/n!=|c_0|^2e^{S}\). The probability of finding \(n\) phonons of the final oscillator in the initial ground state is therefore the Poisson distribution

\[
p_n=|c_n|^2=e^{-S}\frac{S^n}{n!}.
\]

Its mean follows by cancelling one factor \(n\) against the factorial:

\[
\langle n\rangle=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S .
\]

Cancelling two factors in the same way gives \(\langle n(n-1)\rangle=S^2\), so the variance is

\[
\langle n^2\rangle-\langle n\rangle^2=(S^2+S)-S^2=S .
\]

The Huang-Rhys factor is thus the mean number of final-state phonons present when the electronic state changes suddenly and the lattice wavefunction has not yet had time to respond.

This average belongs to the sudden change itself. In capture with emission of a photon, the photon carries away the energy that does not go into vibrations, so \(n\) can take many values. The emission rate also grows with the photon energy, which favours small \(n\). For an electronic matrix element independent of \(Q\), the mean number of phonons therefore lies below \(S\) and approaches \(S\) when the photon energy is large compared with the spread of the vibrational energy. The approach is slow. For a rate proportional to the cube of the photon energy \(E\), the shift of the mean is, to first order, the variance \(S\) times the logarithmic slope \(-3\hbar\omega/E\) of the weight. With the present parameters and \(\Delta E=1.5\) eV the mean is 13.2, still about one phonon below \(S\). In nonradiative multiphonon capture, where neither a photon nor another carrier takes up energy, the vibrations must take up all the released energy. Starting from the initial ground state, energy conservation then requires \(n\hbar\omega=\Delta E\), whatever the value of \(S\). The Huang-Rhys factor enters such a process through the vibrational matrix element between \(|0_i\rangle\) and \(|n_f\rangle\), not as the number of phonons emitted. If the electronic coupling does not depend on \(Q\), the square of this matrix element is proportional to \(p_n\). If the coupling is proportional to \(Q\), the state \(Q|0_i\rangle\propto a^\dagger|0_i\rangle=(b^\dagger+\sqrt S)|0_i\rangle\) appears instead of \(|0_i\rangle\), and the square is proportional to \(p_n(n-S)^2/S\). This form holds for a coupling that vanishes at the initial minimum \(Q=0\). A coupling proportional to \(Q-\Delta Q\), which vanishes at the final minimum, gives \(p_n(n+S)^2/S\) instead, so the geometry about which the coupling is expanded must be stated.

If the initial oscillator starts in an excited level \(m\), the mean is larger by \(m\). From \(b=a-\sqrt S\),

\[
\langle m_i|b^\dagger b|m_i\rangle
=\langle m_i|a^\dagger a-\sqrt S\,(a+a^\dagger)+S|m_i\rangle=m+S,
\]

because \(a\) and \(a^\dagger\) change the level and have no diagonal element. The sudden change of curve adds \(S\) phonons on average whatever the starting level. Temperature changes the population of the levels \(m\), and with it the distribution of \(n\), but it does not change \(S\).

### A check that does not use the formula

The Schrödinger equations of the two displaced oscillators were also solved numerically on a grid, in atomic units. The computed overlaps give a mean phonon number of 14.354 and a variance of 14.354. The expectation value of the final Hamiltonian in the initial ground state lies 0.4306 eV above the final ground level. All three agree with the formula, and the overlaps follow the Poisson distribution. The values are in the numerical output below.

## Comparison of the two

The scaling estimate, 29, is twice the solution, 14.35. The whole difference is the factor \(\tfrac12\) in the harmonic potential: the restoring force grows linearly from zero at the minimum to \(\omega^2\Delta Q\) at the starting point, so its average over the path is half its largest value. The guess \(C=1\) amounts to using the largest force over the full distance.

The scaling itself needs no correction. A second case with \(\Delta Q=1.5\ \mathrm{amu}^{1/2}\,\text{Å}\) and \(\hbar\omega=40\) meV should have

\[
S=14.354\times\left(\frac{1.5}{2}\right)^2\times\frac{40}{30}
=14.354\times0.75=10.77 ,
\]

and the grid solution for these inputs gives 10.765. The smaller displacement outweighs the stiffer vibration because it enters squared.

The square also governs how errors in the input propagate. For small changes,

\[
\frac{\delta S}{S}=\frac{\delta(\hbar\omega)}{\hbar\omega}+2\,\frac{\delta(\Delta Q)}{\Delta Q}.
\]

Lowering \(\Delta Q\) by 5 percent to 1.9 gives \(S=12.95\), and raising it by 5 percent to 2.1 gives \(S=15.82\), each a change of about 10 percent relative to 14.35. If the displacement is known to about 3 percent, \(S\) lies between 13.5 and 15.2, so the input supports no more than \(S\approx14\pm1\).

## Reading the result

**Strong coupling.** The ratio of neighbouring probabilities is \(p_n/p_{n-1}=S/n\). It exceeds one as long as \(n<S\), so for \(S=14.35\) the distribution rises up to \(n=14\) and falls afterwards. The probability at the maximum is 0.1055: even the most probable phonon number accounts for only about a tenth of the total. The standard deviation is \(\sqrt S=3.79\) phonons, or about 114 meV.

This width has a classical reading. In the initial ground state the coordinate has the zero-point spread \(\sigma_Q=\sqrt{\hbar/(2\omega)}\). The final curve has slope of magnitude \(\omega^2\Delta Q\) at \(Q=0\). To first order in the spread, the potential energy on the final curve is uncertain by

\[
\omega^2\Delta Q\,\sqrt{\frac{\hbar}{2\omega}}
=\hbar\omega\,\sqrt{\frac{\omega}{2\hbar}}\,\Delta Q
=\sqrt S\,\hbar\omega ,
\]

which is the standard deviation just found. Relative to the mean, the width is \(1/\sqrt S\), here 0.26. It tends to zero for large \(S\), where the picture of a lattice with a definite position and a definite energy becomes accurate.

**Zero-phonon overlap.** The probability that no final-state phonon is present is \(p_0=e^{-S}=5.8\times10^{-7}\). Because \(S\) stands in an exponent, this quantity is far more sensitive than \(S\) itself. Between \(\Delta Q=1.9\) and \(2.1\) it changes by a factor \(e^{15.82-12.95}\approx18\).

**Weak coupling.** In the opposite limit, \(S\ll1\), the expansion of the Poisson distribution gives \(p_0\approx1-S\) and \(p_1\approx S\). The lattice hardly notices the change of charge state, and \(S\) is then the small probability of creating one phonon. The present defect is far from this regime.

**What \(S\) does not determine.** A capture rate also needs the electronic coupling between the free and bound states, the temperature, and the released energy \(\Delta E\). The role of \(\Delta E\) is visible in the crossing point \(Q_c\) of the two curves. Setting \(V_i=V_f\),

\[
\Delta E+\tfrac12\omega^2Q_c^2
=\tfrac12\omega^2Q_c^2-\omega^2\Delta Q\,Q_c+\tfrac12\omega^2\Delta Q^2
\;\Longrightarrow\;
Q_c=\frac{E_{\rm rel}-\Delta E}{\omega^2\Delta Q}.
\]

The height of the crossing above the initial minimum is

\[
E_b=\tfrac12\omega^2Q_c^2
=\frac{(E_{\rm rel}-\Delta E)^2}{2\omega^2\Delta Q^2}
=\frac{(\Delta E-E_{\rm rel})^2}{4E_{\rm rel}},
\]

where \(\omega^2\Delta Q^2=2E_{\rm rel}\) was used in the last step. For the present parameters this classical barrier vanishes when \(\Delta E=0.43\) eV and grows on either side of that value. Two defects with the same \(S\) and the same phonon energy can therefore have very different barriers.

## Where the one-mode result needs care

**Unequal frequencies.** Suppose that the initial and final curves have frequencies \(\omega_i\) and \(\omega_f\). The relaxation energy on the final curve is \(\tfrac12\omega_f^2\Delta Q^2\), which gives \(S_f=\omega_f\Delta Q^2/(2\hbar)\); relaxation on the initial curve gives \(S_i=\omega_i\Delta Q^2/(2\hbar)\). There are now two Huang-Rhys factors, and a quoted value must say which curve it belongs to.

The phonon count changes as well. Inserting \(Q=\sqrt{\hbar/(2\omega_i)}\,(a+a^\dagger)\) and \(P=-i\sqrt{\hbar\omega_i/2}\,(a-a^\dagger)\) into the lowering operator of the final oscillator gives

\[
b=u\,a+v\,a^\dagger-\sqrt{S_f},
\qquad
\begin{matrix}u\\ v\end{matrix}\Big\}
=\frac12\left(\sqrt{\frac{\omega_f}{\omega_i}}\pm\sqrt{\frac{\omega_i}{\omega_f}}\right),
\]

with the upper sign for \(u\). Then \(b|0_i\rangle=v|1_i\rangle-\sqrt{S_f}\,|0_i\rangle\), and the squared length of this vector is the mean phonon number:

\[
\langle n\rangle=S_f+v^2 .
\]

The extra term comes from the change in width of the wavefunction and is present even without displacement. It vanishes for \(\omega_i=\omega_f\), which recovers the earlier result.

**Several modes.** Let the displacement have components \(q_k\) along normal modes of frequencies \(\omega_k\), the modes being the same in both charge states. Then \(\Delta Q^2=\sum_kq_k^2\), and each mode contributes its own mean phonon number, so the total is

\[
S_{\rm tot}=\frac1{2\hbar}\sum_k\omega_kq_k^2 .
\]

If the single frequency is instead taken from the curvature along the straight line, it satisfies \(\omega^2\Delta Q^2=\sum_k\omega_k^2q_k^2\). The one-mode formula then gives

\[
S=\frac{\omega\Delta Q^2}{2\hbar}
=\frac1{2\hbar}\sqrt{\sum_k\omega_k^2q_k^2}\,\sqrt{\sum_kq_k^2}
\;\ge\;\frac1{2\hbar}\sum_k\omega_kq_k^2=S_{\rm tot},
\]

by the Cauchy-Schwarz inequality for the vectors with components \(\omega_kq_k\) and \(q_k\). Equality holds when all displaced modes share one frequency. With a frequency obtained in this way, the one-mode value is an upper bound on the total phonon number, while the relaxation energy \(\tfrac12\omega^2\Delta Q^2\) remains correct.

**Anharmonic curves.** If the final curve is not a parabola over the whole distance \(\Delta Q\), its curvature at the minimum no longer fixes \(E_{\rm rel}\). The relaxation energy must then be taken from the curve itself, and its ratio to \(\hbar\omega\) need not equal the mean of a Poisson distribution. For the harmonic, equal-frequency model posed here, the answer is \(S\approx14.4\), with a relaxation energy of 0.43 eV.

## Values computed for the example and the checks

```
displacement dQ = 2.0 amu^(1/2) angstrom
phonon energy = 30.0 meV
hbar = 1.05457e-34 J s
atomic mass unit = 1.66054e-27 kg
hbar^2/(amu angstrom^2) = 4.1802 meV
angular frequency = 4.5578e+13 s^-1
dQ^2 = 6.6422e-47 kg m^2
Huang-Rhys factor, formula = 14.354 (dimensionless)
Huang-Rhys factor, three figures = 14.4 (dimensionless)
relaxation energy, formula = 0.4306 eV
relaxation energy, grid = 0.4306 eV
mean phonon number, grid = 14.354 (dimensionless)
phonon number variance, grid = 14.354 (dimensionless)
width sqrt(S) = 3.79 phonons
most probable phonon number, grid = 14
its probability, grid = 0.1055
its probability, Poisson = 0.1055
zero-phonon probability, grid = 5.839e-07
zero-phonon probability, exp(-S) = 5.839e-07
S at dQ = 1.9 amu^(1/2) angstrom: 12.95
S at dQ = 2.1 amu^(1/2) angstrom: 15.82
second case: dQ = 1.5 amu^(1/2) angstrom, phonon = 40.0 meV
second case S, formula = 10.765 (dimensionless)
second case S, grid = 10.765 (dimensionless)
```
